# Hydrogenic Lifetimes from the Orbit-Averaged Larmor Loss of Angular Momentum

## Result and assumptions

An electron of charge $-1$ moves nonrelativistically about a fixed nucleus of charge $Z$. Hartree atomic units are used, so $\hbar=1$ and $c\approx137$. A level $(n,l)$ with $l\ge1$ is represented by a Kepler ellipse of energy $E=-Z^2/(2n^2)$ and angular momentum $L=l+\tfrac12$. Define

$$s=\frac Ln,\qquad \varepsilon=\sqrt{1-s^2},\qquad \tau_L=\frac{3c^3}{2Z^4}\,n^3\left(l+\tfrac12\right)^2 .$$

For $Z=1$ this is $\tau_L=0.934\times10^{-10}\,\mathrm{s}\times n^3(l+\tfrac12)^2$.

**Theorem.**

(a) Larmor radiation removes angular momentum from the ellipse at the mean rate
$$-\left\langle\frac{dL}{dt}\right\rangle=\frac{2Z^4}{3c^3n^3L^2}=\frac1{\tau_L}.$$

(b) The classical photon emission rate is $F(s)/\tau_L$, where
$$F(s)=2s^2\sum_{k=1}^\infty k\left[J_k'(k\varepsilon)^2+\frac{s^2}{\varepsilon^2}J_k(k\varepsilon)^2\right]\ge1 ,$$
with $F\to1$ for circles and $F\to2\sqrt3/\pi\approx1.103$ for $s\to0$.

(c) For the circular states $l=n-1$, the quantum dipole lifetime $\tau$ satisfies, with $\nu=n-\tfrac12$,
$$\frac{\tau_L}{\tau}=\frac n\nu\left(1-\frac1{4\nu^2}\right)^{2n-2}=1+\frac1{8\nu^2}+O(\nu^{-3}).$$

Thus $\tau_L$ is the time in which one unit of angular momentum is lost. It equals the lifetime only if every photon removes one unit. Some photons add a unit to the electron instead. The factor $F$, the number of photons emitted per unit of angular momentum lost, accounts for them.

The assumptions are spontaneous electric dipole emission, no spin, no nuclear recoil, no external field or thermal radiation, and levels of definite $l$. The half-integer $L$ comes from radial quantization. The Kepler radial action is $(2\pi)^{-1}\oint p_r\,dr=Z/\sqrt{-2E}-L$. Setting it equal to $(n-l-1)+\tfrac12$ with $L=l+\tfrac12$ gives $Z/\sqrt{-2E}=n$, the hydrogenic energy. This motivates the choice of $L$ but does not prove that lifetimes follow it; part (c) and the quantum sums test that.

## Lemma 1: the torque

Larmor's power is $P=(2/3c^3)\,\mathbf a^2$, with $\mathbf a$ the acceleration. The radiation reaction force is
$$\mathbf f=\frac{2}{3c^3}\,\dot{\mathbf a}.$$
Its mean work is $\langle\mathbf f\cdot\mathbf v\rangle=-(2/3c^3)\langle\mathbf a^2\rangle$, because the total derivative $d(\mathbf a\cdot\mathbf v)/dt$ averages to zero over a period. The force therefore removes the radiated energy. Its torque is
$$\frac{d\mathbf L}{dt}=\frac2{3c^3}\,\mathbf r\times\dot{\mathbf a}
=\frac2{3c^3}\left[\frac{d}{dt}(\mathbf r\times\mathbf a)-\mathbf v\times\mathbf a\right].$$
To leading order in the small loss, $\mathbf a=-Z\mathbf r/r^3$ on the right-hand side. Then $\mathbf r\times\mathbf a=0$, and
$$\mathbf v\times\mathbf a=-\frac{Z}{r^3}\,\mathbf v\times\mathbf r=\frac{Z}{r^3}\,\mathbf r\times\mathbf v=\frac{Z\mathbf L}{r^3}.$$
Hence
$$\frac{dL}{dt}=-\frac{2Z}{3c^3}\frac{L}{r^3}.\tag{1}$$
The loss rate grows as $1/r^3$ towards the nucleus, so on a strongly eccentric orbit most of the loss occurs near closest approach; on a circle it is uniform.

## Lemma 2: the average over the ellipse

The energy $-Z/(2a)=-Z^2/(2n^2)$ gives the semimajor axis $a=n^2/Z$. Kepler's third law $\omega^2a^3=Z$ gives $\omega=Z^2/n^3$. The orbit is
$$\frac1r=\frac Z{L^2}(1+\varepsilon\cos\phi),\qquad \frac{L^2}{Z}=a(1-\varepsilon^2),$$
so $1-\varepsilon^2=L^2/n^2=s^2$, as defined above. Since $L=r^2\dot\phi$, we have $dt=r^2d\phi/L$. With the period $T=2\pi/\omega$,
$$\left\langle\frac1{r^3}\right\rangle=\frac1{TL}\int_0^{2\pi}\frac{d\phi}{r}
=\frac{Z}{TL^3}\int_0^{2\pi}(1+\varepsilon\cos\phi)\,d\phi
=\frac{\omega Z}{L^3}=\frac{Z^3}{n^3L^3}.$$

**Proof of (a).** Insert this average in (1):
$$-\left\langle\frac{dL}{dt}\right\rangle=\frac{2Z}{3c^3}\,L\,\frac{Z^3}{n^3L^3}=\frac{2Z^4}{3c^3n^3L^2}.\qquad\blacksquare$$

**Remark on scaling.** The loss in one revolution is
$$\frac{T}{\tau_L}=\frac{2\pi n^3}{Z^2}\,\frac{2Z^4}{3c^3n^3L^2}=\frac{4\pi Z^2}{3c^3L^2},$$
which does not contain $n$. At fixed $L$ the electron loses the same amount at each passage of the nucleus, and the passages are separated by a time proportional to $n^3$. This is the origin of the factor $n^3$. The averaging requires $T/\tau_L\ll1$. The nonrelativistic treatment requires the speed at closest approach, $(1+\varepsilon)Z/L$, to be small compared with $c$.

## Lemma 3: photons that lower and raise the angular momentum

Let the ellipse lie in the $xy$ plane, traversed counterclockwise, with $t=0$ at closest approach. Then
$$x=x_0+\sum_{k\ge1}2X_k\cos k\omega t,\qquad y=\sum_{k\ge1}2Y_k\sin k\omega t .$$
Writing the sines and cosines as exponentials,
$$x+iy=x_0+\sum_{k\ge1}\left[(X_k+Y_k)e^{ik\omega t}+(X_k-Y_k)e^{-ik\omega t}\right].$$
Harmonic $k$ is thus a circular motion of radius $|X_k+Y_k|$ in the sense of the orbit, plus one of radius $|X_k-Y_k|$ in the opposite sense. A circular motion of radius $R$ and frequency $\Omega$ has $\mathbf a^2=\Omega^4R^2$. It radiates the power $(2/3c^3)\Omega^4R^2$, and division by the photon energy $\Omega$ gives its photon rate. Cross terms between different frequencies, or between opposite senses of rotation, average to zero. Therefore
$$A^{\mp}_k=\frac{2}{3c^3}(k\omega)^3(X_k\pm Y_k)^2 .\tag{2}$$
The work done on a uniformly rotating charge is torque times $\Omega$, so each photon of energy $\Omega$ carries one unit of angular momentum. The upper sign in (2) lowers $L$ and corresponds to $l\to l-1$. The lower sign raises $L$ and corresponds to $l\to l+1$.

The difference of the two rates must reproduce the torque, and it does. From (2),
$$\sum_k(A_k^--A_k^+)=\frac{8}{3c^3}\sum_k(k\omega)^3X_kY_k .$$
On the other side, both $\langle v_xa_y\rangle$ and $-\langle v_ya_x\rangle$ equal $\sum_k2X_kY_k(k\omega)^3$, since $\sin^2$ and $\cos^2$ average to $\tfrac12$. Multiplying $\langle\mathbf v\times\mathbf a\rangle_z=4\sum_k(k\omega)^3X_kY_k$ by $2/3c^3$ gives the same expression. Hence
$$A^--A^+=\frac1{\tau_L},\qquad A^-+A^+=\frac F{\tau_L},\qquad F=1+2A^+\tau_L ,\tag{3}$$
where $A^\mp=\sum_kA_k^\mp$. Because $A^+\ge0$, $F\ge1$.

## Lemma 4: the Kepler harmonics

With the eccentric anomaly $u$,
$$x=a(\cos u-\varepsilon),\qquad y=as\sin u,\qquad M=\omega t=u-\varepsilon\sin u .$$
Integration by parts over a period gives
$$X_k=\frac1{2\pi}\int_0^{2\pi}x\cos kM\,dM=-\frac1{2\pi k}\int_0^{2\pi}\sin kM\,\frac{dx}{du}\,du
=\frac{a}{2\pi k}\int_0^{2\pi}\sin u\,\sin(ku-k\varepsilon\sin u)\,du .$$
Differentiating $J_k(z)=(2\pi)^{-1}\int_0^{2\pi}\cos(ku-z\sin u)\,du$ with respect to $z$ identifies the last integral, so $X_k=(a/k)J_k'(k\varepsilon)$. Similarly,
$$Y_k=\frac1{2\pi}\int_0^{2\pi}y\sin kM\,dM=\frac{as}{2\pi k}\int_0^{2\pi}\cos u\cos kM\,du .$$
Write $\cos u=[1-(1-\varepsilon\cos u)]/\varepsilon$. The second part contributes nothing, because $(1-\varepsilon\cos u)\,du=dM$ and $\int_0^{2\pi}\cos kM\,dM=0$. Thus $Y_k=(as/k\varepsilon)J_k(k\varepsilon)$.

**Proof of (b), formula for $F$.** Since $\omega^3a^2=Z^4/n^5$, equation (2) becomes
$$A_k^\mp=\frac{2Z^4}{3c^3n^5}\,k\left[J_k'(k\varepsilon)\pm\frac s\varepsilon J_k(k\varepsilon)\right]^2 .$$
Adding the two signs cancels the cross terms and doubles the squares. Multiplication by $\tau_L=3c^3n^5s^2/(2Z^4)$ gives the stated series.

**Nearly circular orbits.** For small $\varepsilon$,
$$J_1'(\varepsilon)=\tfrac12-\tfrac3{16}\varepsilon^2+\dots,\qquad
\frac s\varepsilon J_1(\varepsilon)=\left(1-\tfrac12\varepsilon^2\right)\left(\tfrac12-\tfrac1{16}\varepsilon^2\right)+\dots=\tfrac12-\tfrac5{16}\varepsilon^2+\dots .$$
Their difference is $\varepsilon^2/8$. For $k\ge2$ the leading powers of the two terms, of order $\varepsilon^{k-1}$, also cancel and leave a difference of order $\varepsilon^{k+1}$. The raising rate is therefore governed by $k=1$, and (3) gives
$$F=1+2s^2\,\frac{\varepsilon^4}{64}+\dots=1+\frac{\varepsilon^4}{32}+O(\varepsilon^6).$$
A circle emits no raising photons, and a slightly deformed circle emits very few.

**Elongated orbits.** For $s\to0$ the important harmonics have $k\sim s^{-3}$ and come from small $u$. There $1-\varepsilon\approx s^2/2$. With $u=sw$ and $\xi=ks^3/3$,
$$k(u-\varepsilon\sin u)\approx k\left(\frac{s^2u}2+\frac{u^3}6\right)=\frac{3\xi}2\left(w+\frac{w^3}3\right).$$
The standard integrals
$$\int_0^\infty\cos\left[\tfrac{3\xi}2\left(w+\tfrac{w^3}3\right)\right]dw=\frac{K_{1/3}(\xi)}{\sqrt3},\qquad
\int_0^\infty w\sin\left[\tfrac{3\xi}2\left(w+\tfrac{w^3}3\right)\right]dw=\frac{K_{2/3}(\xi)}{\sqrt3}$$
then give
$$J_k(k\varepsilon)\approx\frac{s}{\pi\sqrt3}K_{1/3}(\xi),\qquad J_k'(k\varepsilon)\approx\frac{s^2}{\pi\sqrt3}K_{2/3}(\xi).$$
The sum over $k$ becomes an integral with $k\,dk=9\xi\,d\xi/s^6$. Harmonics with $k$ of order one contribute a finite amount, negligible beside the total of order $s^{-2}$. Hence
$$F\to2s^2\,\frac9{s^6}\,\frac{s^4}{3\pi^2}\int_0^\infty\xi\left(K_{2/3}^2+K_{1/3}^2\right)d\xi
=\frac6{\pi^2}\int_0^\infty\xi\left(K_{2/3}^2+K_{1/3}^2\right)d\xi .$$
From $\int_0^\infty\xi K_\mu^2\,d\xi=\pi\mu/(2\sin\pi\mu)$ the two terms are $2\pi/(3\sqrt3)$ and $\pi/(3\sqrt3)$. Their sum is $\pi/\sqrt3$, so $F\to6/(\pi\sqrt3)=2\sqrt3/\pi$. $\blacksquare$

The net rate provides a check on this limit. In units of $2Z^4/(3c^3n^5)$ it is $(4s/\varepsilon)\sum_k kJ_kJ_k'$, which tends to
$$4s\,\frac9{s^6}\,\frac{s^3}{3\pi^2}\int_0^\infty\xi K_{1/3}K_{2/3}\,d\xi=\frac{12}{\pi^2s^2}\,\frac{\pi^2}{12}=\frac1{s^2},$$
as part (a) requires.

**Remark on validity.** The limit $s\to0$ still presupposes $l\gg1$. The typical photon energy is $k\omega\sim s^{-3}Z^2/n^3=Z^2/L^3$. The kinetic energy at closest approach is of order $Z^2/L^2$. Their ratio is of order $1/L$, so for p states one photon is not a small disturbance of the motion, however large $n$ is.

## Lemma 5: the quantum rate

The spontaneous dipole rate is $(4/3c^3)\omega_{if}^3|\langle f|\mathbf r|i\rangle|^2$, with $\omega_{if}$ the transition energy, summed over the final magnetic states. The angular sum follows from the harmonic polynomial $H=r^lY_{lm}$. Split
$$\mathbf rH=\left[\mathbf rH-\frac{r^2\nabla H}{2l+1}\right]+\frac{r^2\nabla H}{2l+1}.$$
The bracket is harmonic, since $\nabla^2(\mathbf rH)=2\nabla H$ and $\nabla^2(r^2\nabla H)=(4l+2)\nabla H$. It is the $l+1$ part, and the last term is the $l-1$ part. Let $G$ be the integral of $|\nabla H|^2$ over the unit sphere. Integrating $\nabla^2|H|^2=2|\nabla H|^2$ over the unit ball gives $2l=2G/(2l+1)$, so $G=l(2l+1)$. The $l-1$ part has weight $G/(2l+1)^2=l/(2l+1)$, which leaves $(l+1)/(2l+1)$ for $l+1$. Thus
$$A(nl\to n'l')=\frac{4}{3c^3}\,\omega_{if}^3\,\frac{\max(l,l')}{2l+1}\left|\int_0^\infty R_{nl}R_{n'l'}\,r^3dr\right|^2,\qquad \frac1\tau=\sum_{n'<n,\ l'=l\pm1}A .\tag{4}$$
Lengths scale as $1/Z$ and energies as $Z^2$, so $A\propto Z^4$, as in $1/\tau_L$. It suffices to take $Z=1$.

**Proof of (c).** From $l=n-1$ a lower level with $l'=l\pm1$ must have $l'=n-2$ and $n'=n-1$, so there is one channel. Here
$$R_{n,n-1}=N_nr^{n-1}e^{-r/n},\qquad N_n^2=\frac{(2/n)^{2n+1}}{(2n)!},$$
and the radial integral is
$$I=N_nN_{n-1}\frac{(2n)!}{\beta^{2n+1}},\qquad \beta=\frac1n+\frac1{n-1}=\frac{2n-1}{n(n-1)}.$$
Squaring,
$$I^2=2n(2n-1)\,\frac{2^{4n}\,n^{2n+1}(n-1)^{2n+3}}{(2n-1)^{4n+2}} .$$
Now put $2n-1=2\nu$, $n(n-1)=\nu^2-\tfrac14=\nu^2q$ and $q=1-1/(4\nu^2)$. This gives
$$I^2=n\nu(n-1)^2q^{2n+1}.$$
The transition energy is
$$\omega_{if}=\frac12\left[\frac1{(n-1)^2}-\frac1{n^2}\right]=\frac{2n-1}{2n^2(n-1)^2}=\frac1{\nu^3q^2},$$
and the angular weight is $(n-1)/(2\nu)$. Therefore
$$\frac1\tau=\frac4{3c^3}\,\frac1{\nu^9q^6}\,\frac{n-1}{2\nu}\,n\nu(n-1)^2q^{2n+1}=\frac2{3c^3}\,\frac{n(n-1)^3q^{2n-5}}{\nu^9}.$$
Multiplying by $\tau_L=(3c^3/2)n^3\nu^2$ and using $n^3(n-1)^3=\nu^6q^3$,
$$\frac{\tau_L}\tau=\frac{n\,\nu^6q^3\,q^{2n-5}}{\nu^7}=\frac n\nu\,q^{2n-2}.$$
For the expansion, $n/\nu=1+1/(2\nu)$ and $2n-2=2\nu-1$, so
$$\ln\frac{\tau_L}\tau=\left(\frac1{2\nu}-\frac1{8\nu^2}\right)+\left(-\frac1{2\nu}+\frac1{4\nu^2}\right)+O(\nu^{-3})=\frac1{8\nu^2}+O(\nu^{-3}).\qquad\blacksquare$$

**Remark on $L^2$.** Replacing $(l+\tfrac12)^2=\nu^2$ by $l^2$ would introduce a relative error of order $1/\nu$. Replacing it by $l(l+1)=\nu^2-\tfrac14$ changes the ratio to $1-1/(8\nu^2)$, which is equally good at this order. Circular states thus exclude $l^2$ but do not decide between the other two. As an estimate without the factor $F$, $l(l+1)$ does better overall: for $2\le n\le20$ and $l\ge1$ its largest error is 7% of the quantum lifetime, against 14% for $(l+\tfrac12)^2$. Part of this is compensation, since the smaller value of $L^2$ shortens the estimate, as the omitted division by $F$ would. For 2p, $(l+\tfrac12)^2$ gives 1.681 ns and $l(l+1)$ gives 1.494 ns, while (4) gives 1.595 ns.

## Worked example: hydrogen, n = 10 and l = 5

Here $L=5.5$ and $s=0.55$, so $\varepsilon=\sqrt{1-0.3025}=0.835$. The semimajor axis is 100 bohr and the period is $2\pi\times10^3=6283$ atomic units. Then
$$\tau_L=9.337\times10^{-11}\,\mathrm s\times1000\times30.25=2.824\times10^{-6}\,\mathrm s .$$
The loss per revolution is $5.4\times10^{-8}\hbar$, so one unit is lost in about $1.9\times10^7$ revolutions and the averaging is well justified.

The harmonic sum gives $F=1.026$. By (3) the raising photons are a fraction $(F-1)/(2F)=0.013$ of all classical photons. The corrected lifetime is $2824/1.026=2753$ ns. The quantum sum (4) gives 2744 ns. All lifetimes here are for a fixed nucleus. The finite proton mass lengthens each of them, classical and quantum alike, by 0.054%: this one becomes 2746 ns and that of 2p becomes 1.596 ns, while the ratios do not change. The uncorrected estimate is 2.9% above this value and the corrected one 0.3% above it.

## Comparison with the quantum sums

The numerical output lists seven states with $n=20$. The ratio $\tau_L/\tau$ falls from 1.138 at $l=1$ to 1.0003 at $l=19$. Among all levels with $2\le n\le20$ and $l\ge1$, the value 1.138 is the largest, and every ratio exceeds one. In this set $\tau_L$ is thus too long by at most 14% of the quantum lifetime. This is more than the classical limit of $F$ allows: at $n=20$, $l=1$ the factor $F=1.097$ leaves a discrepancy of about 4%. At $l=5$ the ratio 1.069 and $F=1.066$ differ by 0.3%.

The net rate $A^--A^+$, which part (a) describes directly, agrees less well than the total. At $n=20$, $l=10$, the quantum net rate times $\tau_L$ is 1.0086, where the classical value is one. The total is 1.0299, against $F=1.0291$. Half the sum and half the difference of total and net give the separate rates in units of $1/\tau_L$:

- lowering: 1.019 quantum, 1.015 classical;
- raising: 0.011 quantum, 0.015 classical.

The deviations have opposite signs and nearly cancel in the total. For $l\ge n/4$, the largest deviation of the quantum total rate from the classical $F/\tau_L$, as a fraction of $F/\tau_L$, falls from 1.4% at $n=8$ to 0.12% at $n=32$. The largest deviation of the quantum net rate from $1/\tau_L$, as a fraction of $1/\tau_L$, falls from 4.6% to 1.3%. These are reductions by factors of about 12 and 3.5. They do not measure the order directly, because the sets do not hold the shape fixed: their smallest $s$ is 0.31 at $n=8$ and 0.27 at $n=32$, and the deviations grow as $s$ falls. At fixed $s=0.5$, $n^2$ times the deviation of the total is 0.367, 0.365 and 0.365 for $n=11$, 21 and 81, and $n$ times the deviation of the net rate is 0.188, 0.186 and 0.185. The shapes $s=0.1$, 0.25 and 0.75 show the same orders, $1/n^2$ for the total and $1/n$ for the net rate. That the first-order corrections to the total cancel for every orbit shape is a conjecture suggested by these numbers; it is proved above only for circular states.

For $l=0$ the estimate has no basis. An s state can decay only to p states, so every photon raises $l$ and the net loss of angular momentum is negative, contrary to (a). Inserting $L=\tfrac12$ nevertheless gives a finite $\tau_L$, but the quantum lifetime of 20s is 77 times longer.

## Computed results

```
speed of light c = 137.035999 a.u.
atomic unit of time = 2.418884e-17 s
lifetime coefficient 3c^3/2 = 3.860071e+06 a.u.
lifetime coefficient 3c^3/2 = 9.33706e-11 s
Example: hydrogen n=10, l=5, L=5.5
  eccentricity = 0.83516
  semimajor axis = 100.0 bohr
  orbital period = 6283.19 a.u.
  mean 1/r^3 = 6.01052e-06 bohr^-3
  L loss rate, formula = 8.564053e-12 a.u.
  L loss rate, from orbit = 8.564053e-12 a.u.
  L lost per revolution = 5.3810e-08 hbar
  revolutions in tau_L = 1.8584e+07
  tau_L = 2824.46 ns
  photon factor F = 1.02608
  tau_L/F = 2752.67 ns
  exact lifetime = 2744.25 ns
Photon factor F against s = L/n (dimensionless)
  s=0.95  F=1.00031
  s=0.80  F=1.00510
  s=0.60  F=1.02060
  s=0.40  F=1.04604
  s=0.20  F=1.07829
  s=0.10  F=1.09372
  s=0.05  F=1.09968
  limit s->0: F=1.10266
n=20: l, tau_L (ns), exact tau (ns), tau_L/tau, net ratio, F
   1     1680.7     1476.9 1.1380 1.0881 1.0969
   2     4668.5     4227.0 1.1045 1.0479 1.0902
   3     9150.3     8397.4 1.0897 1.0332 1.0824
   5    22595.7    21140.3 1.0688 1.0203 1.0658
  10    82352.9    79961.1 1.0299 1.0086 1.0291
  15   179458.4   178235.2 1.0069 1.0032 1.0065
  19   284033.5   283940.9 1.0003 1.0003 1.0001
largest tau_L/tau, 2<=n<=20, l>=1: 1.1380 at n,l=(20, 1)
smallest tau_L/tau in same set: 1.000326
Largest relative error for l>=n/4: total rate, net rate
  n= 8  0.01402  0.04637
  n=16  0.00422  0.02492
  n=32  0.00117  0.01307
Circular states l=n-1: tau_L/tau
  n= 2  1.053498
  n=10  1.001364
  n=20  1.000326
  n=40  1.000080
2p: tau_L = 1.6807 ns, exact = 1.5953 ns
2p with l(l+1) for L^2: 1.4939 ns
20s: exact lifetime / tau_L = 77.2
```
